# Scattering time and charge-to-spin conversion in d-wave altermagnets: test program

```python
# Result under test: in a d-wave altermagnet the spin-splitter conductivity
# grows as the scattering time tau, the intrinsic spin Hall conductivity does
# not, and the charge conductivity grows as tau. So the splitter ratio
# (splitter/charge) is constant and the spin Hall ratio falls as 1/tau.
# Model, spin s = +1 or -1: H = e0 + d.(Pauli matrices of the sublattice),
#   d = (dx, dy, dz): dx hopping between sublattices, dy spin-orbit term,
#   dz = anisotropic hopping + s*J, with J the staggered exchange energy.
# Wave vectors are in 1/a, energies in eV, times inside functions in hbar/eV.
# gamma = hbar/tau. Spin current = (up minus down) in charge-current units.
# Charge flows along [110], the spin current is taken along [-110].
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.special import expit

HBAR = const.hbar / const.e * 1e15          # eV fs
KB = const.k / const.e                      # eV/K
a_nm, c_nm = 0.4, 0.7
TO_S_CM = const.e**2 / const.h / (c_nm * 1e-7)   # e^2/h per layer -> S/cm
MU = -0.8
BASE = dict(ta=0.25, tb=0.10, t=0.15, lam=0.02, J=0.8)


def bloch(kx, ky, s, p):
    """e0, its gradient, d, and the gradient of d."""
    cx, sx, cy, sy = np.cos(kx/2), np.sin(kx/2), np.cos(ky/2), np.sin(ky/2)
    coskx, cosky = 2*cx*cx - 1, 2*cy*cy - 1
    sinkx, sinky = 2*sx*cx, 2*sy*cy
    plus, minus = p['ta'] + p['tb'], p['ta'] - p['tb']
    one = np.ones_like(s * kx)
    e0 = -plus * (coskx + cosky)
    de0 = (plus * sinkx, plus * sinky)
    d = np.stack([-4*p['t']*cx*cy*one, 4*p['lam']*s*sx*sy,
                  -minus*(coskx - cosky) + s*p['J']])
    ddx = np.stack([2*p['t']*sx*cy*one, 2*p['lam']*s*cx*sy, minus*sinkx*one])
    ddy = np.stack([2*p['t']*cx*sy*one, 2*p['lam']*s*sx*cy, -minus*sinky*one])
    return e0, de0, d, (ddx, ddy)


def grid(n):
    k = 2*np.pi*(np.arange(n) + 0.5)/n - np.pi
    kx, ky = np.meshgrid(k, k, indexing='ij')
    return kx.ravel(), ky.ravel()


def cross(u, v):
    return np.stack([u[1]*v[2] - u[2]*v[1], u[2]*v[0] - u[0]*v[2],
                     u[0]*v[1] - u[1]*v[0]])


def one_spin(p, s, kT, gamma, n, site_gamma=None):
    """Derived formulas for one spin, in e^2/h per layer."""
    kx, ky = grid(n)
    e0, de0, d, dd = bloch(kx, ky, float(s), p)
    mag = np.sqrt((d*d).sum(0))
    u = d/mag
    dmag = [(u*g).sum(0) for g in dd]
    du = [(g - u*m)/mag for g, m in zip(dd, dmag)]
    drude, dos, occ = np.zeros(2), np.zeros(2), {}
    for b in (1, -1):
        f = expit(-(e0 + b*mag - MU)/kT)
        occ[b] = f
        w = f*(1 - f)/kT
        rate = gamma
        if site_gamma is not None:
            ga, gb = site_gamma
            rate = (ga + gb) + b*u[2]*(ga - gb)
        for i in range(2):
            drude[i] += np.mean(w*(de0[i] + b*dmag[i])**2/rate)
        dos += [np.mean(w*(1 + b*u[2])/2), np.mean(w*(1 - b*u[2])/2)]
    gap = 2*mag
    half = (occ[-1] - occ[1])/2
    den = gap**2 + gamma**2
    inter = np.array([np.mean(half*gamma*gap*(g*g).sum(0)/den) for g in du])
    triple = (u*cross(du[0], du[1])).sum(0)
    hall = np.mean(half*triple*gap**2/den)
    return dict(drude=2*np.pi*drude, inter=2*np.pi*inter,
                hall=2*np.pi*hall, dos=dos)


def total(p, kT, gamma, n=400):
    up, dn = (one_spin(p, s, kT, gamma, n) for s in (1, -1))
    full_up, full_dn = up['drude'] + up['inter'], dn['drude'] + dn['inter']
    spin, charge = full_up - full_dn, full_up + full_dn
    inter = up['inter'] - dn['inter']
    return dict(ss=(spin[1] - spin[0])/2, sh=up['hall'] - dn['hall'],
                charge=charge.mean(), ahe=up['hall'] + dn['hall'],
                ss_inter=(inter[1] - inter[0])/2)


def evolve(p, kT, n, field_dir, flow_dir, dt, steps, field=1e-5):
    """Spin current/field against free time since the last collision."""
    kx, ky = grid(n)
    s = np.array([[1.0], [-1.0]])
    e0, _, d, _ = bloch(kx, ky, s, p)
    mag = np.sqrt((d*d).sum(0))
    f_hi, f_lo = expit(-(e0 + mag - MU)/kT), expit(-(e0 - mag - MU)/kT)
    F0, F = (f_hi + f_lo)/2, d/mag*(f_hi - f_lo)/2
    out = np.zeros(steps + 1)
    for j in range(steps + 1):
        shift = field*dt*j
        _, de0, _, dd = bloch(kx - shift*field_dir[0],
                              ky - shift*field_dir[1], s, p)
        ve = flow_dir[0]*de0[0] + flow_dir[1]*de0[1]
        vd = flow_dir[0]*dd[0] + flow_dir[1]*dd[1]
        cur = -2*np.mean(F0*ve + (F*vd).sum(0), axis=1)/field
        out[j] = 2*np.pi*(cur[0] - cur[1])
        mid = shift + field*dt/2
        _, _, d, dd = bloch(kx - mid*field_dir[0],
                            ky - mid*field_dir[1], s, p)
        # fourth-order Magnus step: d turns while F precesses about it
        d_rate = -field*(field_dir[0]*dd[0] + field_dir[1]*dd[1])
        d = d - dt**2/6*cross(d, d_rate)
        mag = np.sqrt((d*d).sum(0))
        ax = d/mag
        c, sn = np.cos(2*mag*dt), np.sin(2*mag*dt)
        F = F*c + cross(ax, F)*sn + ax*((ax*F).sum(0)*(1 - c))
    return out


def matrices(c0, v):
    m = np.empty((v.shape[1], 2, 2), complex)
    m[:, 0, 0], m[:, 1, 1] = c0 + v[2], c0 - v[2]
    m[:, 0, 1], m[:, 1, 0] = v[0] - 1j*v[1], v[0] + 1j*v[1]
    return m


def green(p, site_gamma, n=600):
    """Spin-up Kubo response at zero temperature with damped sites."""
    kx, ky = grid(n)
    e0, de0, d, dd = bloch(kx, ky, 1.0, p)
    A = MU - e0 - d[2] + 1j*site_gamma[0]
    B = MU - e0 + d[2] + 1j*site_gamma[1]
    det = A*B - d[0]**2 - d[1]**2
    G = np.empty((kx.size, 2, 2), complex)
    G[:, 0, 0], G[:, 1, 1] = B/det, A/det
    G[:, 0, 1], G[:, 1, 0] = (d[0] - 1j*d[1])/det, (d[0] + 1j*d[1])/det
    Gdag = G.conj().transpose(0, 2, 1)
    v = [matrices(de0[i], dd[i]) for i in range(2)]
    Gv = [G @ m for m in v]
    ra = [m @ Gdag for m in Gv]

    def tr(x, y):
        return np.einsum('kab,kba->', x, y).real/kx.size
    diag = [tr(v[i], ra[i]) - tr(Gv[i], Gv[i]) for i in range(2)]
    anti = (tr(v[1], ra[0]) - tr(v[0], ra[1]))/2
    vertex = max(abs(m[:, q, q].mean())/abs(m[:, q, q]).mean()
                 for m in ra for q in (0, 1))
    return np.array(diag), anti, vertex


# ---- Test 1: direct time evolution against the derived formulas ----
kT_test, n_test, dt_fs = 0.06, 80, 0.1
dt, steps = dt_fs/HBAR, 730
xp, yp = np.array([1, 1])/np.sqrt(2), np.array([-1, 1])/np.sqrt(2)
r_yx = evolve(BASE, kT_test, n_test, xp, yp, dt, steps)
r_xy = evolve(BASE, kT_test, n_test, yp, xp, dt, steps)
free_ss, free_sh = (r_yx + r_xy)/2, (r_yx - r_xy)/2
time = dt*np.arange(steps + 1)
avg = {}
for g in (0.2, 0.4):
    weight = g*np.exp(-g*time)
    avg[g] = (simpson(weight*free_ss, x=time), simpson(weight*free_sh, x=time))
    ref = total(BASE, kT_test, g, n_test)
    assert abs(avg[g][0]/ref['ss'] - 1) < 3e-3, (avg[g], ref)
    assert abs(avg[g][1]/ref['sh'] - 1) < 3e-3, (avg[g], ref)
assert abs(avg[0.2][0]/avg[0.4][0] - 2) < 0.06
assert abs(avg[0.2][1]/avg[0.4][1] - 1) < 0.12
# windows of +-20% in time average out most of the interband oscillation
window = {}
for i in (50, 100, 200):
    cut = slice(i - i//5, i + i//5 + 1)
    window[i] = (free_ss[cut].mean(), free_sh[cut].mean())
assert abs(window[200][0]/window[100][0] - 2) < 0.04, window
assert abs(window[200][1]/window[100][1] - 1) < 0.15, window

# ---- Test 2: symmetry and cause ----
kT = KB*300
g30 = HBAR/30
base = total(BASE, kT, g30)
flip = total(dict(BASE, J=-BASE['J']), kT, g30)
nosoc = total(dict(BASE, lam=0.0), kT, g30)
iso = total(dict(BASE, ta=0.175, tb=0.175), kT, g30)
assert abs(flip['ss']/base['ss'] + 1) < 1e-6
assert abs(flip['sh']/base['sh'] - 1) < 1e-6
assert abs(base['ahe']) < 1e-6*abs(base['sh'])
assert abs(nosoc['sh']) < 1e-9 and abs(nosoc['ss']/base['ss'] - 1) < 0.03
assert abs(iso['ss']) < 1e-8*base['charge']

# ---- Test 3: microscopic on-site disorder ----
kT_low = 0.005
dos = one_spin(BASE, 1, kT_low, g30, 600)['dos']
res = {}
for G_eff in (0.03, 0.015):
    site = dos*G_eff*dos.sum()/(dos**2).sum()
    diag, anti, vertex = green(BASE, site)
    anti_uniform = green(BASE, (G_eff, G_eff))[1]
    boltz = one_spin(BASE, 1, kT_low, 2*G_eff, 600, site)['drude']
    assert vertex < 1e-9, vertex
    assert np.all(abs(diag/boltz - 1) < 0.03), (diag, boltz)
    res[G_eff] = (diag[1] - diag[0], diag.sum(), 2*(anti - anti_uniform))
assert abs(res[0.015][0]/res[0.03][0] - 2) < 0.06, res
theta_dis = [res[g][0]/res[g][1] for g in (0.03, 0.015)]
assert abs(theta_dis[1]/theta_dis[0] - 1) < 0.02, theta_dis
ext = [res[g][2] for g in (0.03, 0.015)]
assert abs(ext[1] - ext[0]) < 0.15*max(abs(ext[1]), abs(base['sh'])), ext

# ---- Worked example ----
kx, ky = grid(400)
eu, _, du_, _ = bloch(kx, ky, 1.0, BASE)
dd_ = bloch(kx, ky, -1.0, BASE)[2]
mu_, md_ = np.sqrt((du_**2).sum(0)), np.sqrt((dd_**2).sum(0))
X = [np.sqrt((bloch(np.array([np.pi]), np.array([0.0]), s, BASE)[2]**2).sum())
     for s in (1.0, -1.0)]
f = expit(-(eu - mu_ - MU)/kT)
w = f*(1 - f)
near = w[abs(mu_ - md_) < 4*BASE['lam']].sum()/w.sum()

print(f"lattice constant {a_nm} nm, layer spacing {c_nm} nm")
print(f"same-sublattice hoppings {BASE['ta']}, {BASE['tb']} eV")
print(f"inter-sublattice hopping {BASE['t']} eV")
print(f"spin-orbit hopping {BASE['lam']} eV, exchange J {BASE['J']} eV")
print(f"Fermi level {MU} eV, kT at 300 K {kT:.4f} eV")
print(f"lower-band spin splitting at X {abs(X[0]-X[1]):.3f} eV")
print(f"smallest direct gap {2*mu_.min():.3f} eV")
print(f"Free-flight response, kT = {kT_test} eV, window +-20% of t, S/cm:")
for i in (50, 100, 200):
    print(f" t={i*dt_fs:.0f} fs: splitter {window[i][0]*TO_S_CM:.0f},"
          f" spin Hall {window[i][1]*TO_S_CM:.2f}")
print("Collision average, evolution vs formula, S/cm:")
for g in (0.4, 0.2):
    ref = total(BASE, kT_test, g, n_test)
    print(f" tau={HBAR/g:.2f} fs: splitter {avg[g][0]*TO_S_CM:.1f} vs"
          f" {ref['ss']*TO_S_CM:.1f}")
    print(f"   spin Hall {avg[g][1]*TO_S_CM:.3f} vs"
          f" {ref['sh']*TO_S_CM:.3f}")
print("Example at 300 K, charge current density 10 MA/cm2:")
table = {}
for tau in (10, 30, 100):
    r = total(BASE, kT, HBAR/tau)
    table[tau] = r
    th_ss, th_sh = r['ss']/r['charge'], r['sh']/r['charge']
    print(f" tau={tau} fs, hbar/tau={HBAR/tau:.4f} eV")
    print(f"   charge {r['charge']*TO_S_CM:.0f} S/cm,"
          f" resistivity {1e6/(r['charge']*TO_S_CM):.1f} uOhm cm")
    print(f"   splitter {r['ss']*TO_S_CM:.0f} S/cm,"
          f" spin Hall {r['sh']*TO_S_CM:.2f} S/cm")
    print(f"   ratios: splitter {th_ss:.4f}, spin Hall {th_sh:.3e}")
    print(f"   splitter/spin Hall {r['ss']/r['sh']:.0f}")
    print(f"   spin currents {10*th_ss:.3f} and {10*th_sh:.5f} MA/cm2")
assert abs(table[100]['ss']/table[10]['ss'] - 10) < 0.3
assert abs(table[100]['sh']/table[10]['sh'] - 1) < 0.03

print("Neglected or small effects:")
r10 = table[10]
print(f" interband share of splitter, 10 fs {r10['ss_inter']/r10['ss']:.2e}")
cold = total(BASE, KB*30, g30, 600)
print(f" splitter ratio at 30 K {cold['ss']/cold['charge']:.4f}")
print(f" spin Hall at 30 K {cold['sh']*TO_S_CM:.2f} S/cm")
print(f" site-resolved disorder: splitter ratio {theta_dis[1]:.4f}")
print(f" site damping ratio, sublattice B/A {dos[1]/dos[0]:.2f}")
print(f" extrinsic tau^0 spin Hall {ext[1]*TO_S_CM:.2f} S/cm")
print(f"   same at doubled disorder {ext[0]*TO_S_CM:.2f} S/cm")
E_cm = 1e7/(table[30]['charge']*TO_S_CM)
print(f" field at 10 MA/cm2, 30 fs {E_cm:.0f} V/cm")
print(f" Fermi-sea shift times a {E_cm*a_nm*1e-7*30/HBAR:.2e}")
print(f" Fermi-surface share with splitting < {4*BASE['lam']:.2f} eV"
      f" {near:.3f}")
print(f" no spin-orbit: splitter changes by {nosoc['ss']/base['ss']-1:.2e}")
print("success")
```

Running it gives:

```
lattice constant 0.4 nm, layer spacing 0.7 nm
same-sublattice hoppings 0.25, 0.1 eV
inter-sublattice hopping 0.15 eV
spin-orbit hopping 0.02 eV, exchange J 0.8 eV
Fermi level -0.8 eV, kT at 300 K 0.0259 eV
lower-band spin splitting at X 0.600 eV
smallest direct gap 1.000 eV
Free-flight response, kT = 0.06 eV, window +-20% of t, S/cm:
 t=5 fs: splitter 3687, spin Hall 6.61
 t=10 fs: splitter 7375, spin Hall 7.08
 t=20 fs: splitter 14752, spin Hall 7.22
Collision average, evolution vs formula, S/cm:
 tau=1.65 fs: splitter 1208.0 vs 1208.0
   spin Hall 6.969 vs 6.969
 tau=3.29 fs: splitter 2424.5 vs 2424.5
   spin Hall 7.128 vs 7.128
Example at 300 K, charge current density 10 MA/cm2:
 tau=10 fs, hbar/tau=0.0658 eV
   charge 9699 S/cm, resistivity 103.1 uOhm cm
   splitter 7600 S/cm, spin Hall 7.47 S/cm
   ratios: splitter 0.7836, spin Hall 7.705e-04
   splitter/spin Hall 1017
   spin currents 7.836 and 0.00771 MA/cm2
 tau=30 fs, hbar/tau=0.0219 eV
   charge 29093 S/cm, resistivity 34.4 uOhm cm
   splitter 22802 S/cm, spin Hall 7.48 S/cm
   ratios: splitter 0.7838, spin Hall 2.571e-04
   splitter/spin Hall 3049
   spin currents 7.838 and 0.00257 MA/cm2
 tau=100 fs, hbar/tau=0.0066 eV
   charge 96974 S/cm, resistivity 10.3 uOhm cm
   splitter 76007 S/cm, spin Hall 7.48 S/cm
   ratios: splitter 0.7838, spin Hall 7.713e-05
   splitter/spin Hall 10162
   spin currents 7.838 and 0.00077 MA/cm2
Neglected or small effects:
 interband share of splitter, 10 fs -1.36e-04
 splitter ratio at 30 K 0.7854
 spin Hall at 30 K 7.53 S/cm
 site-resolved disorder: splitter ratio 0.7855
 site damping ratio, sublattice B/A 34.79
 extrinsic tau^0 spin Hall -7.19 S/cm
   same at doubled disorder -7.07 S/cm
 field at 10 MA/cm2, 30 fs 344 V/cm
 Fermi-sea shift times a 6.27e-04
 Fermi-surface share with splitting < 0.08 eV 0.120
 no spin-orbit: splitter changes by 1.25e-03
success
```
